# Tunnelling enhancement of thermionic current over an inverted parabolic barrier

## Problem

Electrons leave the source of a short transistor channel and meet a smooth potential barrier. Near its top the barrier is modelled by

$$V(X)=V_0-\tfrac12 m\omega^2X^2 ,$$

where $m$ is the mass along the transport direction $X$. Energies are measured from the conduction-band edge of the source. The motion is ballistic, the band is parabolic, and the source is filled with Maxwellian weights $e^{-(E_{\rm tot}-\mu)/kT}$. The barrier is held fixed, whatever current flows.

Let $\Gamma$ be the one-way current from the source divided by its classical value, for which the transmission is 0 below $V_0$ and 1 above it.

(a) Find the transmission $\mathcal T(E)$ of the unbounded parabola.

(b) Reduce $\Gamma$ to an integral over one energy.

(c) Evaluate it for a barrier so high that the lower energy limit may be moved to $-\infty$. At what temperature does the result diverge?

(d) At which energy does most of the current flow, and what causes the divergence?

(e) Restore the band edge of the source and find $\Gamma$ at and below that temperature.

(f) Evaluate the results for $V_0=0.30$ eV, a barrier width $L=10$ nm at the level of the source band edge, $m=0.19\,m_0$, $\mu=0.05$ eV and $T=300$ K. These are rough values for a silicon n-channel device with a channel near 10 nm. Estimate what the model leaves out.

## Solution

### (a) Transmission

Measure length in units of $\sqrt{\hbar/m\omega}$ and energy in units of $\hbar\omega$. With $x$ the scaled position, $\hat p=-i\,d/dx$ and $\varepsilon=(E-V_0)/\hbar\omega$, the Schrödinger equation becomes

$$H\psi=\tfrac12(\hat p^2-x^2)\psi=\varepsilon\psi .$$

Define

$$Q=\frac{x+\hat p}{\sqrt2},\qquad P=\frac{\hat p-x}{\sqrt2}.$$

Since $[x,\hat p]=i$, we have $[Q,P]=\tfrac12([x,\hat p]-[\hat p,x])=i$, so $Q$ and $P$ are again a coordinate and its momentum. Multiplying out,

$$QP+PQ=\tfrac12\left[(x+\hat p)(\hat p-x)+(\hat p-x)(x+\hat p)\right]=\hat p^2-x^2,$$

because the cross terms cancel. Hence $H=\tfrac12(QP+PQ)$.

The equations of motion, with time in units of $1/\omega$, are $\dot Q=i[H,Q]=Q$ and $\dot P=i[H,P]=-P$. Thus $Q\propto e^{t}$ and $P\propto e^{-t}$. Inverting the definitions, $x=(Q-P)/\sqrt2$ and $\hat p=(Q+P)/\sqrt2$. At early times $P$ dominates, and $P>0$ means $x<0$, $\hat p>0$: a particle arriving from the left. At late times $Q$ dominates: $Q>0$ is a particle leaving to the right (transmitted), $Q<0$ one leaving to the left (reflected).

In the $P$ representation $Q=i\,d/dP$. Using $QP=PQ+i$, $H=PQ+i/2$, and the eigenvalue equation is

$$iP\frac{d\phi}{dP}+\frac i2\phi=\varepsilon\phi\quad\Rightarrow\quad P\frac{d\phi}{dP}=\left(-\tfrac12-i\varepsilon\right)\phi .$$

A wave incident from the left is therefore $\phi=P^{-1/2-i\varepsilon}$ for $P>0$ and zero for $P<0$. Its amplitude in $Q$ is the Fourier transform

$$\chi(Q)=\frac1{\sqrt{2\pi}}\int_0^\infty e^{iPQ}P^{-1/2-i\varepsilon}\,dP .$$

For $Q>0$ the factor $e^{iPQ}$ decays in the upper right quadrant of complex $P$, so the path may be turned onto $P=is/Q$ with $s>0$. For $Q<0$ it is turned the other way, onto $P=-is/|Q|$. The two cases give

$$\chi(Q)=\frac{\Gamma_{\!E}(\tfrac12-i\varepsilon)}{\sqrt{2\pi}}\left(\frac{\pm i}{|Q|}\right)^{1/2-i\varepsilon},$$

where $\Gamma_{\!E}$ is Euler's gamma function. Because $(\pm i)^{-i\varepsilon}=e^{\pm\pi\varepsilon/2}$, the probabilities at $+|Q|$ and $-|Q|$ are in the ratio

$$\frac{\mathcal T}{\mathcal R}=\frac{e^{\pi\varepsilon}}{e^{-\pi\varepsilon}}=e^{2\pi\varepsilon}.$$

Probability is conserved, $\mathcal T+\mathcal R=1$, so

$$\boxed{\mathcal T(E)=\frac1{1+e^{2\pi(V_0-E)/\hbar\omega}}}$$

At the top $\mathcal T=\tfrac12$: half of the electrons that classically would just pass are reflected. Numerical integration of the Schrödinger equation at six energies between $\varepsilon=-0.6$ and $0.4$ agrees with this law to a relative difference of $5\times10^{-6}$.

### (b) The Maxwellian flux

With two spin states, the current density from one valley is

$$J=\frac{2q}{(2\pi)^3}\int_{k_x>0}d^3k\;v_x\,\mathcal T(E)\,e^{-(E_{\rm tot}-\mu)/kT},$$

where $E$ is the part of the energy in the $x$ motion. Each transverse integral is Gaussian,

$$\int_{-\infty}^{\infty}dk_y\,e^{-\hbar^2k_y^2/2m_ykT}=\frac{\sqrt{2\pi m_ykT}}{\hbar},$$

and $v_x\,dk_x=dE/\hbar$. Collecting the factors,

$$J=\frac{q\sqrt{m_ym_z}\,kT}{2\pi^2\hbar^3}\int_0^\infty dE\,\mathcal T(E)\,e^{-(E-\mu)/kT}.$$

For the classical step the integral is $kT\,e^{-(V_0-\mu)/kT}$, so

$$J_{\rm cl}=\frac{q\sqrt{m_ym_z}\,k^2T^2}{2\pi^2\hbar^3}e^{-(V_0-\mu)/kT},\qquad
\Gamma=\frac1{kT}\int_0^\infty dE\,\mathcal T(E)\,e^{(V_0-E)/kT}.$$

The transverse masses and $\mu$ have dropped out of $\Gamma$. In a thin film with one free transverse direction the prefactor changes, but it cancels in the same way.

A drain bias $V_D$ adds a reverse flux. Transmission at a given energy is the same in both directions, and drain electrons below the source band edge find no states to enter. The reverse flux is then $e^{-qV_D/kT}$ times the forward one, with and without tunnelling. For a fixed barrier $\Gamma$ is thus also the ratio of net currents.

Now put $w=2\pi(V_0-E)/\hbar\omega$, which is positive below the top, and define

$$p=\frac{\hbar\omega}{2\pi kT},\qquad S=\frac{2\pi V_0}{\hbar\omega}.$$

Then $(V_0-E)/kT=pw$ and $dE/kT=-p\,dw$. The limits $E=0$ and $E=\infty$ become $w=S$ and $w=-\infty$, and the minus sign reverses their order:

$$\Gamma=p\,I_S(p),\qquad I_S(p)=\int_{-\infty}^{S}\frac{e^{pw}}{1+e^{w}}\,dw .$$

### (c) High barrier

Let $S\to\infty$. The integrand behaves as $e^{pw}$ for $w\to-\infty$ and as $e^{-(1-p)w}$ for $w\to+\infty$, so the integral exists for $0<p<1$.

Integrate $e^{pz}/(1+e^z)$ counter-clockwise around the rectangle with corners $\pm R$ and $\pm R+2\pi i$. The vertical sides vanish for $R\to\infty$ by the two decay laws just given. On the upper side the integrand is $e^{2\pi ip}$ times that on the real axis, traversed backwards. The one pole inside is $z=i\pi$; there the derivative of the denominator is $e^{i\pi}=-1$, so the residue is $-e^{i\pi p}$. Hence

$$I_\infty\left(1-e^{2\pi ip}\right)=-2\pi i\,e^{i\pi p}.$$

Division by $e^{i\pi p}$ turns the bracket into $-2i\sin\pi p$, and $I_\infty=\pi/\sin\pi p$. Therefore

$$\boxed{\Gamma=\frac{\pi p}{\sin\pi p}=\frac{\hbar\omega/2kT}{\sin(\hbar\omega/2kT)},\qquad T>T_c=\frac{\hbar\omega}{2\pi k}}$$

with $p=T_c/T$. The formula diverges at $T=T_c$. Below $T_c$ the sine expression still has values, some of them negative, but it no longer equals the integral.

Two limits show its range. For $kT\gg\hbar\omega$, $y/\sin y\approx1+y^2/6$ gives

$$\Gamma\approx1+\frac1{24}\left(\frac{\hbar\omega}{kT}\right)^2 .$$

The correction is positive although $\mathcal T(V_0+\delta)+\mathcal T(V_0-\delta)=1$, so that losses above the top match gains below it state by state. The Maxwellian weight is larger below, and the gains win. Close to $T_c$, $\sin\pi p=\sin\pi(1-p)\approx\pi(1-p)$, so

$$\Gamma\approx\frac{p}{1-p}=\frac{T_c}{T-T_c}.$$

### (d) Where the current flows

The current per unit energy is proportional to $e^{pw}/(1+e^w)$. Setting the derivative of its logarithm to zero,

$$p-\frac{e^w}{1+e^w}=0\quad\Rightarrow\quad e^{w}=\frac p{1-p},$$

and, since $E=V_0-\hbar\omega\,w/2\pi$,

$$E^*=V_0+\frac{\hbar\omega}{2\pi}\ln\!\left(\frac T{T_c}-1\right).$$

The peak lies above the top for $T>2T_c$ and below it for $T<2T_c$. As $T\to T_c$ it moves to $-\infty$.

This is the cause of the divergence. Deep below the top the transmission falls as $e^{-w}$, while the number of electrons grows as $e^{pw}$. At $T_c$ the two exponentials cancel, and every energy interval contributes equally, without end. An unbounded parabola offers infinitely many such intervals; a source with a band edge does not.

### (e) Finite barrier

Restore the upper limit $S$. For $p<1$, subtract the part $w>S$ from the complete integral. There $e^{-w}<1$, so

$$\frac1{1+e^w}=\sum_{n\ge1}(-1)^{n-1}e^{-nw},\qquad
\int_S^\infty e^{(p-n)w}dw=\frac{e^{(p-n)S}}{n-p},$$

and

$$\Gamma=\frac{\pi p}{\sin\pi p}-p\sum_{n\ge1}(-1)^{n-1}\frac{e^{(p-n)S}}{n-p}.$$

To reach $p>1$, add two integrals whose arguments differ by one:

$$I_S(p)+I_S(p+1)=\int_{-\infty}^S\frac{e^{pw}(1+e^w)}{1+e^w}dw=\frac{e^{pS}}p .$$

The formula for $I_S=\Gamma/p$ obeys this relation. When $p$ increases by one, $\pi/\sin\pi p$ changes sign. The $n$-th term of the sum takes the place of term $n-1$ with opposite sign, and the new first term supplies $e^{pS}/p$. The formula therefore holds for every positive non-integer $p$.

At $T_c$ itself, $p=1$ and the integral is elementary:

$$\Gamma(T_c)=\int_{-\infty}^S\frac{e^w}{1+e^w}dw=\ln(1+e^S)\approx S=\frac{V_0}{kT_c}.$$

The divergence has become a finite number, the barrier height in units of $kT_c$.

Above $T_c$, the first omitted term shows when the high-barrier formula is good: $(1-p)S\gg1$, or

$$V_0\left(\frac1{kT_c}-\frac1{kT}\right)\gg1 .$$

A high barrier alone is not enough; the temperature must also stay clear of $T_c$.

For $1<p<2$ and $(p-1)S\gg1$ the first term of the sum dominates, $\Gamma\approx p\,e^{(p-1)S}/(p-1)$. Multiplying by the classical factor $e^{-V_0/kT}=e^{-pS}$ gives

$$\Gamma e^{-V_0/kT}\approx\frac{T_c}{T_c-T}\,e^{-S}.$$

The thermal activation over $V_0$ has disappeared, and $e^{-S}$ is the value of the transmission law (a) at the source band edge, if the law is assumed to hold down to that energy. Within this model the current is then carried by electrons near that edge.

### (f) Numbers

The parabola meets the source band edge at $X=\pm L/2$, so $V_0=m\omega^2L^2/8$ and

$$\hbar\omega=\frac{\hbar}{L}\sqrt{\frac{8V_0}{m}}=98.1\ \text{meV}.$$

With $kT=25.85$ meV,

$$p=\frac{98.11}{2\pi\times25.85}=0.604,\qquad T_c=0.604\times300\ \text{K}=181\ \text{K},\qquad S=\frac{2\pi\times300}{98.11}=19.2 .$$

The angle $\pi p$ is 1.8975 rad, its sine is 0.947, and

$$\Gamma=\frac{1.8975}{0.947}=2.00 .$$

Tunnelling doubles the current. With the four light valleys together, $J$ rises from about 1100 to 2300 A/cm². The finite barrier lowers $\Gamma$ by just 0.0008, in line with $p\,e^{-(1-p)S}/(1-p)\approx0.0008$. The quadratic approximation gives 1.60 and so misses 40% of the excess over one: $\hbar\omega/kT=3.8$ is not small.

Room temperature lies below $2T_c=362$ K, so the spectral peak is under the top, by $15.6\times|\ln0.656|=6.6$ meV. Of the total current, 62% flows below $V_0$.

On cooling at fixed barrier, the two formulas separate. At 200 K the high-barrier result is 9.8 and the finite-barrier one 8.2. At $T_c$ the latter is 19.2, equal to $S$ as derived, and at 150 K it is 310. By then the Maxwellian source is itself poor. It puts more than one electron in each state between the band edge and $\mu$; a Fermi–Dirac source with the same $\mathcal T(E)$ gives 193.

The shape of the barrier matters even more on cooling, because much of the current then passes far below the top. The barrier $V_0/\cosh^2(2X/L)$ has the same height and the same curvature at the top, but smooth tails. With a Maxwellian source its exact transmission gives 5.0 at 200 K, 7.6 at $T_c$ and 26 at 150 K. The ends of the barrier matter too: a parabola that stops at the band edge in flat contacts gives about 26 at $T_c$ and 550 at 150 K. The values found here near and below $T_c$ thus belong to the transmission law of the unbounded parabola, combined with a source that starts at the band edge; they are not predictions for a real device.

**Effect on switching.** Suppose the gate shifts $V_0$ one for one while $L$ stays fixed. The angle $y=\hbar\omega/2kT$ then grows as $\sqrt{V_0}$, and

$$\frac{d\ln\Gamma}{dV_0}=\frac{1-y\cot y}{2V_0}=\frac{1.64}{0.60\ \text{eV}}=2.7\ \text{eV}^{-1}.$$

The classical current falls with $V_0$ at the rate $1/kT=38.7$ eV$^{-1}$, so the net rate is 7% smaller. The gate swing per decade of current rises from $kT\ln10/q=59.5$ mV to about 64 mV. Had $\omega$ been held fixed instead, $\Gamma$ would not depend on $V_0$ in the high-barrier limit, and the swing would not change.

**Comparison with a real device.** If the bulk value of 2300 A/cm² is carried over to a silicon body 5 nm thick, it corresponds to about 0.1 µA per µm of gate width, roughly the off-state current tolerated in fast logic. The subbands of so thin a film lower this figure: for a (001) film with hard walls it becomes about 0.04 µA per µm at the same $\mu$, or about 0.07 if $V_0$ and $\mu$ are counted from the lowest subband. The width $L$ is that of the barrier at the source band edge, not the gate length, and the real profile follows from the electrostatics of the device. The neglected effects at 300 K are as follows.

- *Barrier shape.* Flat contacts at the two ends of the parabola give $\Gamma=2.01$. Extending the parabola on the drain side to a drain edge lowered by 0.5 eV, with $V_0$ and $\omega$ fixed, gives 1.99. The smooth barrier $V_0/\cosh^2(2X/L)$ gives 1.95, or 3% less: at room temperature the region near the top still decides.
- *Degeneracy.* A Fermi–Dirac source gives 2.00, since the electrons that matter lie far above $\mu$.
- *Anisotropic mass.* For transport along a cube axis, two of the six bulk valleys have $m=0.92\,m_0$ and $\Gamma=1.14$. Weighted by $\sqrt{m_ym_z}$, all six give 1.84, which is 8% lower. Confinement in a thin body changes these weights: in a 5 nm (001) film with hard walls the heavy-transport valleys are pushed up in energy, and all six give 1.95, only 3% lower.
- *Non-parabolicity.* Take $\hbar^2k^2/2m=e(1+\alpha e)$ with $\alpha=0.5$ eV$^{-1}$ and $e=E-V$, and apply it to the tunnelling exponent below the top. The result is 2.06, or 3% higher. This figure depends on the treatment. Transverse motion raises the transport mass and brings the same estimate down to 2.02. A two-band wave equation with flat contacts gives 2.14 without and 2.09 with transverse motion, against 2.01 for the parabolic band. The effect is an increase of roughly 1 to 7%.
- *Scattering.* Let two opposite streams exchange electrons with probability $1/\lambda$ per unit length. Their diffusion constant is $\lambda v/2$, with $v=\sqrt{2kT/\pi m}$, and a layer of thickness $\ell$ returns the fraction $\ell/(\ell+\lambda)$. The diffusion constant also equals the mobility times $kT/q$ (the Einstein relation), so a rough mobility of 200 cm²/Vs gives $\lambda=8.4$ nm. If electrons that have dropped by $kT$ beyond the top do not return, $\ell=(L/2)\sqrt{kT/V_0}=1.5$ nm, and 15% are sent back. This classical estimate concerns the current; its effect on $\Gamma$ was not calculated.
- *High field.* The steepest slope is 1.2 MV/cm without bias and 2.0 MV/cm with 0.5 V on the drain, far above the rough bulk breakdown field of 0.3 MV/cm. The whole drop from barrier top to drain is 0.8 eV, however, which is 0.32 eV less than the gap. The valence band under the barrier therefore does not reach the empty drain states, and an electron starting near the top gains too little energy to create a pair.

With bulk valley weights, the valley mass is the largest of the effects on $\Gamma$ calculated here; in a thin film it is no larger than those of barrier shape and non-parabolicity. The back-scattered fraction is larger still, but it changes the current itself. The numerical output below lists most of the values used. Those for the smooth barrier, and for flat contacts below 300 K, follow from the transmission of these barriers.

## Calculated quantities

```
INPUTS (rough, silicon channel near 10 nm)
barrier height V0              0.30 eV
base width L                   10.0 nm
transport mass, light valleys  0.19 m0
transport mass, heavy valleys  0.92 m0
Fermi level above source edge  0.05 eV
temperature                    300 K
RESULTS
thermal energy kT              25.85 meV
barrier quantum hbar*w         98.11 meV
divergence temperature Tc      181.2 K
twice Tc                       362.4 K
p = Tc/T                       0.6040
angle hbar*w/(2kT)             1.8975 rad
S = 2 pi V0/(hbar*w)           19.213
Gamma, high barrier            2.0035
Gamma, finite barrier          2.0027
Gamma, 1+(hbar*w/kT)^2/24      1.6001
spectral peak minus V0         -6.59 meV
share of current below V0      0.620
classical J, 4 light valleys   1142 A/cm2
J with tunnelling              2287 A/cm2
T (K) | Gamma high | finite | Fermi-Dirac source
400.0 | 1.439 | 1.439 | 1.438
300.0 | 2.003 | 2.003 | 2
250.0 | 2.993 | 2.979 | 2.962
200.0 | 9.779 | 8.195 | 7.774
181.2 | none | 19.21 | 16.84
150.0 | none | 309.6 | 192.7
100.0 | none | 1.33e+07 | 2.305e+06
NEGLECTED EFFECTS at 300 K
Gamma, flat contacts           2.006
drain bias taken               0.50 V
Gamma, flat contacts and bias  1.992
Gamma, Fermi-Dirac source      2.000
Gamma, heavy valleys alone     1.136
Gamma, all six bulk valleys    1.842
non-parabolicity taken         0.5 1/eV
Gamma, non-parabolic band      2.064
channel mobility taken         200 cm2/Vs
mean free path                 8.4 nm
layer where V falls by kT      1.47 nm
back-scattered fraction        0.15
peak field, no bias            1.20 MV/cm
peak field, with bias          1.96 MV/cm
band gap taken                 1.12 eV
gap minus top-to-drain drop    0.32 eV
LARGEST RELATIVE ERRORS IN TESTS
transmission law               4.5e-06
high-barrier formula           2.2e-16
finite-barrier formula         2.4e-15
current from momentum sum      4.7e-09
```
